**Kelvin symmetry in coupled electron–phonon transport**

The program tests \(TS-\Pi=(a-b)d(ab)\), where \(T\) is temperature, \(S\) the Seebeck coefficient and \(\Pi\) the Peltier coefficient. The weights \(a\) and \(b\) multiply phonon-to-electron and electron-to-phonon drag, and \(d(1)\) is the phonon part of \(\Pi\) in the full solution. The collision matrix is built from unsymmetrised golden-rule derivatives; the program asserts that sample entries acting on trial deviations agree with direct vector integrals within 3%, and the largest difference found is 0.04%. It also asserts detailed-balance symmetry, momentum conservation, the diffusion limit, the weight law at selected weights, the momentum-balance formula and the behaviour of the alternating solver. In the doped example both drag terms give \(TS=\Pi=-5.855\) mV, while keeping one alone gives −5.853 mV for one coefficient and −2.527 mV for the other. Dropping both also satisfies the Kelvin relation, at −2.527 mV. In the clean case, classical phonon occupation in the collision matrix produces a Kelvin error of 22% relative to \(\Pi\).

## Check in Python

```python
# Coupled electron-phonon Boltzmann equations and the Kelvin relation.
# Result under test: if phonon-to-electron drag has weight a and
# electron-to-phonon drag has weight b, then T*S - Pi = (a-b)*d(a*b).
# Thus Pi = T*S for equal weights, and fails if just one drag term is kept.
# S: Seebeck coefficient; Pi: Peltier coefficient; T: temperature;
# d(1): phonon part of Pi in the full solution.
# Unknowns are the direction-cosine amplitudes of the electron and phonon
# deviations. Collision entries are raw derivatives of the golden-rule rate;
# their symmetry is not imposed. Internal units are SI.
import numpy as np
from types import SimpleNamespace
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import lu_factor, lu_solve
from scipy.optimize import brentq
from scipy.special import expit

hbar, kB, e, m0 = const.hbar, const.k, const.e, const.m_e
meV = 1e-3 * e
T = 50.0
kT = kB * T
density = 5e24
mass = 0.3 * m0
sound = 6500.0
mass_density = 7000.0
deformation = 10 * e
permittivity = 12 * const.epsilon_0
phonon_path = 5e-6
mobility_doped = 0.03
mobility_clean = 10.0
top_energy = 110 * meV


def fermi_moment(power, eta, derivative=False):
    def integrand(x):
        f = expit(eta - x)
        return x**power * (f * (1 - f) if derivative else f)
    split = max(eta, 1.0)
    return (quad(integrand, 0, split, epsabs=1e-11, limit=200)[0]
            + quad(integrand, split, split + 45, epsabs=1e-11, limit=200)[0])


dos_scale = (2 * mass * kT)**1.5 / (2 * np.pi**2 * hbar**3)
eta = brentq(lambda y: dos_scale * fermi_moment(0.5, y) - density, -5, 30)
mu = eta * kT
compressibility = dos_scale * fermi_moment(0.5, eta, True) / kT
q_screen = np.sqrt(e**2 * compressibility / permittivity)


def fermi(energy):
    return expit((mu - energy) / kT)


def bose(q):
    return 1 / np.expm1(hbar * sound * q / kT)


def coupling_squared(q, screened=True):
    """Squared matrix element times crystal volume."""
    factor = (q**2 / (q**2 + q_screen**2))**2 if screened else 1.0
    return deformation**2 * hbar * q / (2 * mass_density * sound) * factor


def make_grid(step):
    ne = int(round(top_energy / step))
    energy = (np.arange(ne) + 0.5) * step
    k = np.sqrt(2 * mass * energy) / hbar
    q_top = 2 * k[-1] + 2 * mass * sound / hbar
    count = int(hbar * sound * q_top / step) + 1
    q = np.arange(1, count + 1) * step / (hbar * sound)
    dq = step / (hbar * sound)
    f, n = fermi(energy), bose(q)
    return SimpleNamespace(
        step=step, ne=ne, energy=energy, k=k, q=q, dq=dq, f=f, n=n,
        states=np.r_[k * mass * step / (np.pi**2 * hbar**2),
                     q**2 * dq / (2 * np.pi**2)],
        variance=np.r_[f * (1 - f), n * (n + 1)],
        velocity=np.r_[hbar * k / mass, np.full(count, sound)],
        heat=np.r_[energy - mu, hbar * sound * q],
        wave=np.r_[k, q])


def collision_matrix(g, screened=True, classical=False):
    """Loss matrix: time derivative of deviations = -matrix @ deviations."""
    i, j = np.meshgrid(np.arange(g.ne), np.arange(len(g.q)), indexing="ij")
    i, j = i.ravel(), j.ravel()
    last = i + j + 1
    keep = last < g.ne
    i, j, last = i[keep], j[keep], last[keep]
    k, k1, q = g.k[i], g.k[last], g.q[j]
    keep = (q <= k + k1) & (q >= np.abs(k1 - k))
    i, j, last = i[keep], j[keep], last[keep]
    k, k1, q = g.k[i], g.k[last], g.q[j]
    cos_k_q = (k1**2 - k**2 - q**2) / (2 * k * q)
    cos_k1_q = (k1**2 + q**2 - k**2) / (2 * k1 * q)
    cos_k_k1 = (k**2 + k1**2 - q**2) / (2 * k * k1)
    f, f1 = g.f[i], g.f[last]
    n = kT / (hbar * sound * q) if classical else g.n[j]
    d_first, d_last, d_phonon = n + f1, n + 1 - f, f - f1
    g2 = coupling_squared(q, screened)
    electron = g2 * mass * q * g.dq / (2 * np.pi * hbar**3)
    phonon = g2 * mass**2 * g.step / (np.pi * hbar**5 * q)
    p = g.ne + j
    size = len(g.states)
    matrix = np.zeros((size, size))

    def add(row, column, value):
        np.add.at(matrix, (row, column), value)

    add(i, i, electron / k * d_first)
    add(i, last, -electron / k * d_last * cos_k_k1)
    add(i, p, electron / k * d_phonon * cos_k_q)
    add(last, i, -electron / k1 * d_first * cos_k_k1)
    add(last, last, electron / k1 * d_last)
    add(last, p, -electron / k1 * d_phonon * cos_k1_q)
    add(p, i, phonon * d_first * cos_k_q)
    add(p, last, -phonon * d_last * cos_k1_q)
    add(p, p, phonon * d_phonon)
    return matrix


def with_losses(g, matrix, impurity_mobility):
    result = matrix.copy()
    rates = np.r_[np.full(g.ne, e / (mass * impurity_mobility)),
                  np.full(len(g.q), sound / phonon_path)]
    result[np.diag_indices(len(rates))] += rates
    return result


def sources(g):
    field = -e * g.velocity * g.variance / kT
    field[g.ne:] = 0
    thermal = -g.velocity * g.heat * g.variance / (kT * T)
    return field, thermal


def transport(g, matrix, a=1.0, b=1.0):
    ne = g.ne
    weighted = matrix.copy()
    weighted[:ne, ne:] *= a
    weighted[ne:, :ne] *= b
    field, thermal = sources(g)
    thermal_e, thermal_p = thermal.copy(), thermal.copy()
    thermal_e[ne:] = 0
    thermal_p[:ne] = 0
    x = np.linalg.solve(weighted, np.c_[field, thermal_e, thermal_p])
    flux = g.states * g.velocity / 3
    current = -e * flux[:ne] @ x[:ne]
    sigma = current[0]
    heat_flux = flux * g.heat * x[:, 0]
    r = SimpleNamespace(sigma=sigma,
                        ts_e=-T * current[1] / sigma,
                        ts_p=-T * current[2] / sigma,
                        pi_e=heat_flux[:ne].sum() / sigma,
                        pi_p=heat_flux[ne:].sum() / sigma)
    r.ts, r.pi = r.ts_e + r.ts_p, r.pi_e + r.pi_p
    return r


def close(x, y, tolerance):
    return abs(x - y) <= tolerance * max(abs(x), abs(y))


# Direct vector integrals with the full nonlinear rate and a broadened delta.
def energy_of(k):
    return (hbar * k)**2 / (2 * mass)


def delta(x):
    width = 0.2 * meV
    return np.exp(-0.5 * (x / width)**2) / (width * np.sqrt(2 * np.pi))


def disturbed_f(k, cosine, amount):
    f = fermi(energy_of(k))
    return f + amount * f * (1 - f) * energy_of(k) / mu * cosine


def net_rate(f, f1, n):
    return f * (1 - f1) * n - f1 * (1 - f) * (n + 1)


cosines = ((np.arange(2400) + 0.5) / 1200 - 1)[None, :]
dcos = 1 / 1200


def direct_phonon(q, electron_part, phonon_part):
    dk = np.sqrt(2 * mass * top_energy) / hbar / 700
    k = ((np.arange(700) + 0.5) * dk)[:, None]
    k1 = np.sqrt(k**2 + q**2 + 2 * k * q * cosines)
    shell = delta(energy_of(k1) - energy_of(k) - hbar * sound * q)
    weight = (2 * k**2 * dk * dcos / (4 * np.pi**2)
              * 2 * np.pi / hbar * coupling_squared(q) * shell)
    answers = []
    for sign in (1, -1):
        f = disturbed_f(k, cosines, sign * electron_part)
        f1 = disturbed_f(k1, (k * cosines + q) / k1, sign * electron_part)
        n = bose(q) + sign * phonon_part * bose(q) * (bose(q) + 1)
        answers.append(-np.sum(weight * net_rate(f, f1, n)))
    return (answers[0] - answers[1]) / 2


def direct_electron(k, electron_part, phonon_part):
    dq = 2.4 * k / 700
    q = ((np.arange(700) + 0.5) * dq)[:, None]
    base = (q**2 * dq * dcos / (4 * np.pi**2)
            * 2 * np.pi / hbar * coupling_squared(q))
    total = 0.0
    for direction in (1, -1):
        other = np.sqrt(k**2 + q**2 + direction * 2 * k * q * cosines)
        other_cos = (k + direction * q * cosines) / other
        gap = direction * (energy_of(other) - energy_of(k))
        weight = base * delta(gap - hbar * sound * q)
        for sign in (1, -1):
            here = disturbed_f(k, 1.0, sign * electron_part)
            there = disturbed_f(other, other_cos, sign * electron_part)
            n0 = bose(q)
            n = n0 + sign * phonon_part * n0 * (n0 + 1) * cosines
            if direction == 1:
                change = -net_rate(here, there, n)
            else:
                change = net_rate(there, here, n)
            total += sign * np.sum(weight * change) / 2
    return total


grid = make_grid(0.1 * meV)
fine = make_grid(0.05 * meV)
bare = collision_matrix(grid)
bare_fine = collision_matrix(fine)

worst_direct = 0.0
center = int(40 * meV / fine.step)
half = int(round(fine.velocity[center] / (4 * sound)))
phonon_index = int(round(2.5 * meV / fine.step)) - 1
for electron_part, phonon_part in ((1, 0), (0, 1)):
    trial = fine.variance.copy()
    trial[:fine.ne] *= electron_part * fine.energy / mu
    trial[fine.ne:] *= phonon_part
    change = -bare_fine @ trial
    # Averaging nearby nodes removes the phase of the last phonon cell.
    grid_electron = change[center - half:center + half + 1].mean()
    exact_electron = direct_electron(fine.k[center], electron_part, phonon_part)
    grid_phonon = change[fine.ne + phonon_index]
    exact_phonon = direct_phonon(fine.q[phonon_index], electron_part, phonon_part)
    for x, y in ((grid_electron, exact_electron), (grid_phonon, exact_phonon)):
        worst_direct = max(worst_direct, abs(x / y - 1))
assert worst_direct < 0.03  # finite cells and finite delta width

# Detailed balance and momentum conservation.
balanced = grid.states[:, None] * bare * grid.variance[None, :]
asymmetry = np.max(np.abs(balanced - balanced.T)) / np.max(np.abs(balanced))
assert asymmetry < 1e-10
momentum = grid.states * grid.wave


def momentum_defect(matrix):
    return np.max(np.abs(momentum @ matrix) / (momentum @ np.abs(matrix) + 1e-200))


conserved = momentum_defect(bare)
one_way = bare.copy()
one_way[grid.ne:, :grid.ne] = 0
assert conserved < 1e-9 and momentum_defect(one_way) > 1e-3

# Diffusion limit against independent energy integrals.
def diffusion_seebeck(power):
    ratio = (fermi_moment(2.5 + power, eta, True)
             / fermi_moment(1.5 + power, eta, True))
    return -kB / e * (ratio - eta)


uncoupled = with_losses(grid, np.zeros_like(bare), mobility_doped)
diffusion = transport(grid, uncoupled)
assert close(diffusion.ts / T, diffusion_seebeck(0), 1e-3)
assert close(diffusion.sigma, density * e * mobility_doped, 1e-3)

# Four choices of drag terms, in the doped example and its clean twin.
choices = ((1, 1), (1, 0), (0, 1), (0, 0))
drive_density = np.sum(grid.states[:grid.ne] * grid.velocity[:grid.ne]
                       * hbar * grid.k * grid.variance[:grid.ne]) / (3 * kT)
assert close(drive_density, density, 1e-3)
cases, matrices, phonon_mobility = {}, {}, {}
for name, mobility in (("doped", mobility_doped), ("clean", mobility_clean)):
    matrix = with_losses(grid, bare, mobility)
    runs = {choice: transport(grid, matrix, *choice) for choice in choices}
    full = runs[1, 1]
    assert close(full.ts, full.pi, 1e-8)
    assert close(runs[0, 0].ts, runs[0, 0].pi, 1e-8)
    for choice in ((1, 0), (0, 1)):
        assert abs(runs[choice].ts - runs[choice].pi) > 0.05 * abs(full.pi)
    assert close(runs[1, 0].ts, runs[0, 1].pi, 1e-8)
    inverse = e * drive_density / full.sigma - 1 / mobility
    assert close(full.pi_p, -sound * phonon_path * inverse, 1e-6)
    phonon_mobility[name] = 1 / inverse
    cases[name], matrices[name] = runs, matrix

# Unequal weights with the same product share the same drag factor.
clean = matrices["clean"]
weighted_runs = [(a, b, transport(grid, clean, a, b))
                 for a, b in ((0.8, 0.5), (0.4, 1.0), (1.0, 0.4))]
factor = weighted_runs[0][2].pi_p / weighted_runs[0][1]
for a, b, run in weighted_runs:
    assert close(run.ts - run.pi, (a - b) * factor, 1e-7)
equal_half = transport(grid, clean, 0.5, 0.5)
assert close(equal_half.ts, equal_half.pi, 1e-8)
assert not close(equal_half.pi, cases["clean"][1, 1].pi, 1e-3)

# Classical phonon occupation destroys detailed balance.
classical_matrix = with_losses(grid, collision_matrix(grid, classical=True),
                               mobility_clean)
classical = transport(grid, classical_matrix)
classical_error = abs(classical.ts / classical.pi - 1)
assert classical_error > 1e-3


# Alternating solves for the two subsystems.
def sweep_results(g, matrix, count):
    ne = g.ne
    block_a, block_b = matrix[:ne, :ne], matrix[:ne, ne:]
    block_c, diagonal = matrix[ne:, :ne], np.diag(matrix)[ne:]
    factors = lu_factor(block_a)
    field, thermal = sources(g)
    flux = g.states * g.velocity / 3
    p_field, p_late = np.zeros(len(g.q)), np.zeros(len(g.q))
    e_early = np.zeros(ne)
    rows = []
    for _ in range(count):
        e_field = lu_solve(factors, field[:ne] - block_b @ p_field)
        p_field = -(block_c @ e_field) / diagonal
        p_early = (thermal[ne:] - block_c @ e_early) / diagonal
        e_early = lu_solve(factors, thermal[:ne] - block_b @ p_early)
        e_late = lu_solve(factors, thermal[:ne] - block_b @ p_late)
        p_late = (thermal[ne:] - block_c @ e_late) / diagonal
        sigma = -e * flux[:ne] @ e_field
        pi = (flux * g.heat) @ np.r_[e_field, p_field] / sigma
        ts_early = T * e * (flux[:ne] @ e_early) / sigma
        ts_late = T * e * (flux[:ne] @ e_late) / sigma
        rows.append((sigma, pi, ts_early, ts_late))
    loop = (block_c @ lu_solve(factors, block_b)) / diagonal[:, None]
    return rows, np.max(np.abs(np.linalg.eigvals(loop)))


rows, radius = sweep_results(grid, clean, 5)
assert 0 < radius < 1
for _, pi, early, _ in rows:
    assert close(pi, early, 1e-8)
assert not close(rows[0][1], rows[0][3], 1e-2)
sigma_errors = [cases["clean"][1, 1].sigma - row[0] for row in rows]
for old, new in zip(sigma_errors[:3], sigma_errors[1:4]):
    assert 0 < new / old <= radius * (1 + 1e-5)

fine_result = transport(fine, with_losses(fine, bare_fine, mobility_doped))
full = cases["doped"][1, 1]
grid_change = abs(full.ts / fine_result.ts - 1)
assert grid_change < 0.02
unscreened = transport(grid, with_losses(
    grid, collision_matrix(grid, screened=False), mobility_doped))

# Sizes of omitted effects for the doped example; material inputs are rough.
fermi_k = (3 * np.pi**2 * density)**(1 / 3)
fermi_energy = energy_of(fermi_k)
impurity_rate = e / (mass * mobility_doped)
electron_path = hbar * fermi_k / mass / impurity_rate
bohr = 4 * np.pi * permittivity * hbar**2 / (mass * e**2)
optical_energy = 30 * meV
optical_occupation = 1 / np.expm1(optical_energy / kT)
optical_rate = optical_energy / hbar * optical_occupation
ee_rate = kT**2 / (hbar * fermi_energy)
mass_ratio = 0.30 / 0.23

print(f"temperature {T:.0f} K; density {density*1e-6:.1e} cm^-3")
print(f"mass {mass/m0:.2f} m_e; sound speed {sound/1000:.1f} km/s")
print(f"mass density {mass_density/1000:.1f} g/cm^3")
print(f"deformation potential {deformation/e:.0f} eV")
print(f"relative permittivity {permittivity/const.epsilon_0:.0f}")
print(f"phonon mean free path {phonon_path*1e6:.0f} um")
print(f"thermal energy {kT/meV:.3f} meV; chemical potential {mu/meV:.2f} meV")
print(f"Fermi energy {fermi_energy/meV:.2f} meV")
print(f"screening wavevector {q_screen*1e-9:.3f} nm^-1")
print(f"energy step {grid.step/meV:.2f} meV; top {top_energy/meV:.0f} meV")
print(f"unknowns: electrons {grid.ne}, phonons {len(grid.q)}")
print(f"largest direct-integral difference {100*worst_direct:.2f} %")
print(f"relative detailed-balance asymmetry {asymmetry:.1e}")
print(f"relative momentum defect {conserved:.1e}")
for name, mobility in (("doped", mobility_doped), ("clean", mobility_clean)):
    r = cases[name][1, 1]
    print(f"{name}: impurity mobility {mobility*1e4:.0f} cm^2/Vs")
    print(f"{name}: full mobility {r.sigma/(density*e)*1e4:.2f} cm^2/Vs")
    print(f"{name}: no-drag mobility "
          f"{cases[name][0, 0].sigma/(density*e)*1e4:.2f} cm^2/Vs")
    print(f"{name}: net phonon mobility {phonon_mobility[name]*1e4:.0f} cm^2/Vs")
    for a, b in choices:
        r = cases[name][a, b]
        print(f"{name} a={a} b={b}: TS {r.ts*1e3:.4f}, Pi {r.pi*1e3:.4f} mV")
print(f"doped full S {full.ts/T*1e6:.2f} uV/K")
print(f"doped electron part {full.ts_e/T*1e6:.2f} uV/K")
print(f"doped phonon part {full.ts_p/T*1e6:.2f} uV/K")
print(f"clean a=b=0.5: TS=Pi={equal_half.pi*1e3:.4f} mV")
print(f"classical occupation: Kelvin error {100*classical_error:.2f} %")
print(f"clean sweep spectral radius {radius:.4f}")
for number, (_, pi, early, late) in enumerate(rows[:4], 1):
    print(f"sweep {number}: Pi {pi*1e3:.4f}, TS phonon-first "
          f"{early*1e3:.4f}, electron-first {late*1e3:.4f} mV")
print(f"halving energy step changes S by {100*grid_change:.3f} %")
print(f"unscreened S {unscreened.ts/T*1e6:.2f} uV/K")
print(f"diffusion S: constant time {diffusion_seebeck(0)*1e6:.2f} uV/K")
print(f"diffusion S: time ~ energy^1.5 {diffusion_seebeck(1.5)*1e6:.2f} uV/K")
print(f"rough mass anisotropy ratio {mass_ratio:.2f}")
print(f"optical energy {optical_energy/meV:.0f} meV; "
      f"occupation {optical_occupation:.1e}")
print(f"optical/impurity rate scale {optical_rate/impurity_rate:.1e}")
print(f"electron-electron/impurity rate scale {ee_rate/impurity_rate:.3f}")
print(f"electron path {electron_path*1e9:.1f} nm; "
      f"kF*path {fermi_k*electron_path:.2f}")
print(f"donor overlap n^(1/3)*Bohr radius {density**(1/3)*bohr:.3f}")
print(f"field for drift at sound speed "
      f"{sound*density*e/full.sigma*1e-5:.2f} kV/cm")
print("every check passed")
```

Running it gives:

```
temperature 50 K; density 5.0e+18 cm^-3
mass 0.30 m_e; sound speed 6.5 km/s
mass density 7.0 g/cm^3
deformation potential 10 eV
relative permittivity 12
phonon mean free path 5 um
thermal energy 4.309 meV; chemical potential 35.10 meV
Fermi energy 35.54 meV
screening wavevector 0.560 nm^-1
energy step 0.10 meV; top 110 meV
unknowns: electrons 1100, phonons 82
largest direct-integral difference 0.04 %
relative detailed-balance asymmetry 1.5e-17
relative momentum defect 1.9e-15
doped: impurity mobility 300 cm^2/Vs
doped: full mobility 299.08 cm^2/Vs
doped: no-drag mobility 298.33 cm^2/Vs
doped: net phonon mobility 97712 cm^2/Vs
doped a=1 b=1: TS -5.8552, Pi -5.8552 mV
doped a=1 b=0: TS -5.8529, Pi -2.5270 mV
doped a=0 b=1: TS -2.5270, Pi -5.8529 mV
doped a=0 b=0: TS -2.5270, Pi -2.5270 mV
clean: impurity mobility 100000 cm^2/Vs
clean: full mobility 50392.94 cm^2/Vs
clean: no-drag mobility 35675.12 cm^2/Vs
clean: net phonon mobility 101584 cm^2/Vs
clean a=1 b=1: TS -4.9118, Pi -4.9118 mV
clean a=1 b=0: TS -4.6533, Pi -1.4758 mV
clean a=0 b=1: TS -1.4758, Pi -4.6533 mV
clean a=0 b=0: TS -1.4758, Pi -1.4758 mV
doped full S -117.10 uV/K
doped electron part -50.58 uV/K
doped phonon part -66.52 uV/K
clean a=b=0.5: TS=Pi=-3.1239 mV
classical occupation: Kelvin error 21.82 %
clean sweep spectral radius 0.2962
sweep 1: Pi -4.6533, TS phonon-first -4.6533, electron-first -1.4758 mV
sweep 2: Pi -4.8428, TS phonon-first -4.8428, electron-first -4.1116 mV
sweep 3: Pi -4.8921, TS phonon-first -4.8921, electron-first -4.6886 mV
sweep 4: Pi -4.9060, TS phonon-first -4.9060, electron-first -4.8468 mV
halving energy step changes S by 0.023 %
unscreened S -146.36 uV/K
diffusion S: constant time -50.73 uV/K
diffusion S: time ~ energy^1.5 -97.19 uV/K
rough mass anisotropy ratio 1.30
optical energy 30 meV; occupation 9.5e-04
optical/impurity rate scale 2.2e-03
electron-electron/impurity rate scale 0.041
electron path 10.4 nm; kF*path 5.53
donor overlap n^(1/3)*Bohr radius 0.362
field for drift at sound speed 2.17 kV/cm
every check passed
```
